\section*{Trap-filled-limit voltage and space-charge-limited current with exponential traps}

\section*{Problem}

An insulator fills $0<x<L$. Electrons enter through an ohmic contact at $x=0$ and leave at $x=L$. The current is steady, one-dimensional and carried by drift, with constant mobility $\mu$ and permittivity $\varepsilon$. Traps are neutral when empty, have degeneracy factor 1 and are in local thermal equilibrium with the nondegenerate free electrons. Background carriers, field-assisted emission and impact ionization are left out.

\begin{enumerate}
\item[(a)] All traps lie at one depth $w_t$ below the band edge, with density $N_t$. Find the largest voltage $V_{\rm TFL}$ that trapped charge alone can support. Determine how the current behaves near this voltage, and when it is a sharp threshold.
\item[(b)] The traps, of total density $N_t$, are instead distributed in depth $w>0$ as $g(w)=(N_t/k_BT_t)\,e^{-w/k_BT_t}$, with $l=T_t/T>1$. Find $J(V,L)$, including its prefactor, when trapped charge dominates, and find the leading correction from free charge.
\item[(c)] Compare both results with a numerical drift solution for $L=20\ \mu$m, $\varepsilon=10\,\varepsilon_0$, $\mu=0.01\ \mathrm{m^2/(V\,s)}$, $T=300$ K and band density of states $N_c=10^{25}\ \mathrm{m^{-3}}$. Use $N_t=10^{20}\ \mathrm{m^{-3}}$, $w_t=0.6$ eV in (a) and $N_t=10^{23}\ \mathrm{m^{-3}}$, $T_t=900$ K in (b).
\end{enumerate}

\section*{Solution}

\subsection*{Equations and scaling}

Let $E$ and $J$ be the magnitudes of field and current density, and $q>0$ the elementary charge. The field vector points towards the injecting contact, so negative charge makes its magnitude grow with $x$:
\begin{equation}
J=q\mu nE,\qquad \varepsilon\frac{dE}{dx}=q(n+n_t),\qquad V=\int_0^L E\,dx,
\end{equation}
where $n$ and $n_t$ are the free and trapped densities. An ohmic contact supplies as many electrons as the bulk can carry, which is modelled by $E(0)=0$. Then $n=J/(q\mu E)$ diverges at $x=0$, a consequence of dropping diffusion, but the charge remains integrable. The ratio of diffusion to drift current is of order $(k_BT/q)/(Ex)$, so the description needs $V\gg k_BT/q$ and fails close to the contact. This condition is necessary but does not guarantee an accurate current: where $J$ rises steeply with $V$, a small voltage error from the contact layer becomes a large current error.

Since $n_t$ depends on $n$ alone, the equations are unchanged under $x,E,J\to\lambda x,\lambda E,\lambda J$, while $V\to\lambda^2V$. Hence $J/L$ is a function of $V/L^2$. A power law $J\propto V^m$ must therefore have the thickness dependence $L^{1-2m}$.

\subsection*{(a) One trap level}

Let the quasi-Fermi level lie $\zeta$ below the band edge, so $n=N_ce^{-\zeta/k_BT}$. The trap occupation is $[1+e^{(\zeta-w_t)/k_BT}]^{-1}$, and therefore
\begin{equation}
n_t=\frac{N_t}{1+n_1/n},\qquad n_1=N_ce^{-w_t/k_BT}.
\end{equation}
Integrating Poisson's equation twice and exchanging the order of integration gives
\begin{equation}
V=\frac q\varepsilon\int_0^L(L-x)(n+n_t)\,dx .
\end{equation}
Because $n_t\le N_t$, the trapped part cannot exceed its value for full traps:
\begin{equation}
\boxed{V_{\rm TFL}=\frac{qN_t}{\varepsilon}\int_0^L(L-x)\,dx=\frac{qN_tL^2}{2\varepsilon}}
\end{equation}
Any voltage above this must be supported partly by free charge.

To find the current, define
\begin{equation}
s=\frac xL,\quad e=\frac{\varepsilon E}{qN_tL},\quad v=\frac{\varepsilon V}{qN_tL^2},\quad j=\frac J{J_0},\quad J_0=\frac{q^2\mu N_t^2L}{\varepsilon},\quad a=\frac{n_1}{N_t}.
\end{equation}
Then $n/N_t=j/e$, the threshold is $v=1/2$, and
\begin{equation}
\frac{de}{ds}=\frac je+\frac1{1+ae/j}.
\end{equation}

\paragraph{Trapped charge alone.} Drop $j/e$ and put $\kappa=j/a$. Then $(\kappa+e)\,de=\kappa\,ds$, so
\begin{equation}
\frac{e^2}2+\kappa e=\kappa s,\qquad e=-\kappa+\sqrt{\kappa^2+2\kappa s}.
\end{equation}
Integration over $0<s<1$ gives
\begin{equation}
v=-\kappa+\frac{(\kappa^2+2\kappa)^{3/2}-\kappa^3}{3\kappa}.
\label{eq:trapped}
\end{equation}
For $\kappa\ll1$ this is $v\simeq(2\sqrt2/3)\sqrt\kappa$, or $j\simeq(9/8)av^2$. Since $J_0v^2=\varepsilon\mu V^2/L^3$,
\begin{equation}
J\simeq\frac98\,\frac{n_1}{N_t}\,\frac{\varepsilon\mu V^2}{L^3}\qquad(n_1\ll N_t).
\end{equation}
This is the trap-free square law reduced by the free fraction of the charge. For $\kappa\gg1$, $de/ds\simeq1-s/\kappa$ gives $e\simeq s-s^2/(2\kappa)$ and $v\simeq1/2-1/(6\kappa)$: the voltage saturates at $V_{\rm TFL}$.

\paragraph{Free charge with full traps.} Now $de/ds=(j+e)/e$, or $ds=e\,de/(e+j)$. With $e_1=e(1)$,
\begin{align}
1&=e_1-j\ln(1+e_1/j),\\
v&=\int_0^{e_1}\frac{e^2\,de}{e+j}=\frac{e_1^2}2-je_1+j^2\ln(1+e_1/j).
\end{align}
For $j\ll1$ the first line gives $e_1\simeq1+j\ln(1/j)$, and the second gives $v\simeq1/2+j\ln(1/j)-j$.

\paragraph{Near threshold.} In the window $a\ll j\ll1$ both effects are small and add at first order:
\begin{equation}
v\simeq\frac12-\frac a{6j}+j\left[\ln\frac1j-1\right].
\label{eq:window}
\end{equation}
The current at $V_{\rm TFL}$ therefore satisfies $j^2[\ln(1/j)-1]=a/6$. The logarithmic slope there is
\begin{equation}
\frac{d\ln J}{d\ln V}=\frac v{j\,dv/dj}\simeq\frac{1/2}{a/(6j)+j[\ln(1/j)-2]}.
\label{eq:slope}
\end{equation}
It is large but finite. If $a\to0$ at fixed $v<1/2$, Eq.~\eqref{eq:trapped} fixes $\kappa$, so $j=a\kappa\to0$. At fixed $v>1/2$, $j$ tends to the nonzero full-trap value. The rise becomes a sharp threshold only in this limit.

\paragraph{Far above threshold.} For $j\gg1$ the traps are full and $e\,de/ds=j+e$. The leading solution is $e=\sqrt{2js}$. Inserting it for the last term and integrating,
\begin{equation}
\frac{e^2}2\simeq js+\frac23\sqrt{2j}\,s^{3/2},\qquad e\simeq\sqrt{2js}+\frac23s,\qquad v\simeq\frac23\sqrt{2j}+\frac13 .
\end{equation}
The unit of $v$ is $2V_{\rm TFL}$, so $J\simeq\frac98\varepsilon\mu(V-\frac23V_{\rm TFL})^2/L^3$. The filled traps leave a constant voltage shift.

\subsection*{(b) Exponential traps}

\paragraph{Occupation.} Put $y=n/N_c=e^{-\zeta/k_BT}$. A trap at depth $w$ is filled with probability $[1+e^{-w/k_BT}/y]^{-1}$. With $u=e^{-w/k_BT}$, and then $u=yz$,
\begin{equation}
n_t=\frac{N_t}l\int_0^1u^{1/l-1}\frac{y}{y+u}\,du
=\frac{N_t}l\,y^{1/l}\int_0^{1/y}\frac{z^{1/l-1}}{1+z}\,dz .
\end{equation}
For $l>1$ and $y\ll1$, taking the upper limit to infinity adds a spurious $N_ty/(l-1)$ to $n_t$, a fraction $y^{1-1/l}/[(l-1)c]$ of the result below, with $c$ as defined there. This fraction must be small, which is far more demanding than $y\ll1$ when $l$ is close to 1: at $l=1.1$ and $y=10^{-6}$ the result is still 39\% too high. Let $p=1/l$ and call the resulting integral $I$. A contour around the cut on the positive real axis encloses the pole at $z=-1$ and gives $(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}$, hence $I=\pi/\sin\pi p$. Thus
\begin{equation}
n_t\simeq N_t\,c\left(\frac n{N_c}\right)^{1/l},\qquad c=\frac{\pi/l}{\sin(\pi/l)}.
\label{eq:occupation}
\end{equation}
Treating every trap deeper than $\zeta$ as full and the rest as empty would give $c=1$. For $l<1$ the $u$ integral is instead controlled by $u\gg y$, and $n_t\simeq N_ty/(1-l)$ provided $y^{1/l-1}\ll1$. Trapped charge is then proportional to free charge, and the current follows a reduced square law.

\paragraph{Field and current.} Neglect $n$ beside $n_t$ in Poisson's equation and insert $n=J/(q\mu E)$:
\begin{equation}
E^{1/l}\,dE=K\,dx,\qquad K=\frac{qN_tc}\varepsilon\left(\frac J{q\mu N_c}\right)^{1/l}.
\end{equation}
With $E(0)=0$, two integrations give
\begin{align}
E&=\left[\frac{l+1}l\,Kx\right]^{l/(l+1)},\\
V&=\frac{l+1}{2l+1}\left[\frac{l+1}l\,K\right]^{l/(l+1)}L^{(2l+1)/(l+1)}.
\end{align}
Their ratio at $x=L$ is $E(L)=[(2l+1)/(l+1)]\,V/L$. Raising the second line to the power $l+1$,
\begin{equation}
\left[\frac{2l+1}{l+1}V\right]^{l+1}
=\left[\frac{l+1}l\,\frac{qN_tc}\varepsilon\right]^l\frac J{q\mu N_c}\,L^{2l+1},
\end{equation}
and solving for $J$ gives the Mark--Helfrich law,
\begin{equation}
\boxed{J=q\mu N_c\left[\frac{\varepsilon l}{qN_tc(l+1)}\right]^l
\left[\frac{2l+1}{l+1}\right]^{l+1}\frac{V^{l+1}}{L^{2l+1}}}
\label{eq:mh}
\end{equation}
The exponents obey the scaling rule with $m=l+1$. The current grows faster than $V^2$ because raising the quasi-Fermi level increases $n$ more rapidly than $n_t$.

\paragraph{Free-charge correction.} By Eq.~\eqref{eq:occupation}, $n/n_t\propto n^{1-1/l}\propto E^{-(l-1)/l}$. With $\xi=x/L$ and $r$ the ratio at $x=L$, the unperturbed field gives $n/n_t=r\,\xi^{-(l-1)/(l+1)}$. Poisson's equation becomes $E^{1/l}dE=K(1+n/n_t)\,dx$. Integrating the added term shows that $E^{(l+1)/l}$ rises by the fraction $\frac{l+1}2r\,\xi^{-(l-1)/(l+1)}$, so at fixed $J$
\begin{align}
\frac{\delta E}E&=\frac{lr}2\,\xi^{-(l-1)/(l+1)},\\
\frac{\delta V}V&=\frac{lr}2\,\frac{\int_0^1\xi^{1/(l+1)}d\xi}{\int_0^1\xi^{l/(l+1)}d\xi}
=\frac{l(2l+1)}{2(l+2)}\,r .
\label{eq:correction}
\end{align}
At fixed $V$ the current is lower by the fraction $(l+1)\,\delta V/V$. The term $-N_ty/(l-1)$ omitted from Eq.~\eqref{eq:occupation} is linear in $n$, like the free charge, and keeping it multiplies $r$ in Eq.~\eqref{eq:correction} by $1-N_t/[(l-1)N_c]$. Equation~\eqref{eq:correction} is therefore the whole first correction only for $N_t\ll(l-1)N_c$; in part (c) the factor differs from 1 by 0.5\%. Since $n\propto J/E\propto V^l$, $r$ grows as $V^{l-1}$, and the law fails at high voltage.

\subsection*{(c) Comparison with the numerical solution}

Multiplying Poisson's equation by $2E$ and using $qnE=J/\mu$ gives
\begin{equation}
\frac{d(E^2)}{dx}=\frac{2J}{\varepsilon\mu}\left(1+\frac{n_t}n\right),
\end{equation}
whose right-hand side stays finite at the contact. It is integrated from $E(0)=0$ with both charges kept; for (b), $n_t$ comes from direct quadrature over trap depth. Currents, voltages and exponents called numerical below come from this integration. They test the solution of the drift equations, not the error made by omitting diffusion.

\paragraph{One level.} The threshold is
\begin{equation}
V_{\rm TFL}=\frac{(1.602\times10^{-19})(10^{20})(2\times10^{-5})^2}{2(8.854\times10^{-11})}\ \mathrm V=36.2\ \mathrm V,
\end{equation}
with $a=8.33\times10^{-6}$ and $J_0=5.80\times10^5\ \mathrm{A/m^2}$. The numerical currents are:

\begin{center}
\begin{tabular}{cc}
$V/V_{\rm TFL}$ & $J$ (A/m$^2$)\\
0.5 & 0.729\\
0.9 & 12.7\\
1.0 & 263\\
1.1 & $8.45\times10^3$\\
2.0 & $2.58\times10^5$
\end{tabular}
\end{center}

Between $0.9$ and $1.1\,V_{\rm TFL}$ the current rises by a factor of 667. The threshold condition gives 264 A/m$^2$ at $V_{\rm TFL}$, or $j=4.55\times10^{-4}$, which lies inside the window $a\ll j\ll1$. The two terms in the denominator of Eq.~\eqref{eq:slope} are then $3.05\times10^{-3}$ and $2.59\times10^{-3}$, so the slope is $0.5/(5.64\times10^{-3})=88.6$; the numerical slope is 89.6.

Such a steep rise makes the current at a given voltage sensitive to the contact. With full traps, diffusion matters within several screening lengths $\sqrt{\varepsilon k_BT/(q^2N_t)}=0.38\ \mu$m of $x=0$. Shortening the drift region by just one such length, 1.9\% of $L$, lowers the full-trap voltage by about 4\%, enough to raise the current at $V_{\rm TFL}$ almost tenfold. A drift-diffusion solution with contact density $10^{24}\ \mathrm{m^{-3}}$, the voltage taken as the quasi-Fermi-level drop, places the field zero about $0.7\ \mu$m inside the layer at $V_{\rm TFL}$. Its currents exceed the tabulated ones by factors of about 1.7, 48, 24, 2.1 and 1.09, in the order of the table. The tabulated currents near threshold are therefore properties of the drift model, not predictions for a real contact.

The approach to a sharp threshold can be followed at $j=\sqrt a$, where Eq.~\eqref{eq:window} gives $v\to1/2$ as $a\to0$. For depths of 0.5, 0.6 and 0.7 eV the numerical $V/V_{\rm TFL}$ at this current is 1.119, 1.027 and 1.006.

At $2V_{\rm TFL}$ the shifted square law gives $j=\frac98(\frac23)^2=0.5$, or $2.90\times10^5\ \mathrm{A/m^2}$. This is 12\% above the numerical current, as $j$ is not yet large. The dissipated power $JV$ is then about $1.9\times10^7\ \mathrm{W/m^2}$, and the mean drift speed $\mu V/L=3.6\times10^4$ m/s is no longer very small beside a thermal speed of order $10^5$ m/s. Fixed temperature and constant mobility are therefore strong assumptions at this voltage.

\paragraph{Exponential traps.} Here $l=3$ and $c=1.209$. The first bracket in Eq.~\eqref{eq:mh} is $3.4277\times10^{-15}\ \mathrm{m^2/V}$, and $q\mu N_c=1.602\times10^4\ \mathrm{A/(V\,m)}$. At 40 V,
\begin{equation}
J=(1.602\times10^4)(3.4277\times10^{-15})^3\left(\frac74\right)^4\frac{40^4}{(2\times10^{-5})^7}\ \mathrm{A/m^2}=12.10\ \mathrm{A/m^2}.
\end{equation}
The numerical current agrees to the digits shown. With $r=2.98\times10^{-5}$, Eq.~\eqref{eq:correction} predicts a current lower by $4\times2.1\,r=2.5\times10^{-4}$ of its value, consistent with the five-digit values 12.100 A/m$^2$ from the numerical solution and 12.103 A/m$^2$ from Eq.~\eqref{eq:mh}.

Between 20 and 80 V the numerical voltage exponent is 3.999, against $l+1=4$. Doubling $L$ at 40 V reduces the current to 0.0946 A/m$^2$, a thickness exponent of $-7.000$, against $-(2l+1)=-7$. Setting $c=1$ would keep these exponents but make the current too large by a factor $c^3=1.77$. This close agreement holds within the drift model. Because $J\propto L^{-7}$, diffusion is not negligible here: with contact density $10^{24}\ \mathrm{m^{-3}}$ it moves the field zero about $0.8\ \mu$m into the layer at 40 V, raises the current by roughly a third, and lowers the voltage exponent between about 18 and 37 V to about 3.8.

Equation~\eqref{eq:mh} meets the trap-free square law near 5.1 kV. There the numerical current is 0.30 of the Mark--Helfrich value, because free and trapped charge both demand voltage. The mean field would be $2.6\times10^8$ V/m, and constant mobility would imply a drift speed of $2.6\times10^6$ m/s, far above a thermal speed of order $10^5$ m/s. The crossing is therefore a property of the model equations, not a prediction for a real insulator.

\section*{Computed results}
\begin{verbatim}
thickness L = 20.0 um
relative permittivity = 10.0
mobility = 0.010 m^2/(V s)
temperature = 300 K, kT/q = 0.02585 V
band density Nc = 1.0e+25 m^-3
SINGLE LEVEL
trap density = 1.0e+20 m^-3, depth = 0.60 eV
n1 = 8.3261e+14 m^-3, n1/Nt = 8.3261e-06
V_TFL = 36.190 V
full-trap field at x=L = 3.6190e+06 V/m
current unit J0 = 5.7983e+05 A/m^2
V/V_TFL = 0.5: V = 18.095 V, J = 7.2867e-01 A/m^2
V/V_TFL = 0.9: V = 32.571 V, J = 1.2672e+01 A/m^2
V/V_TFL = 1.0: V = 36.190 V, J = 2.6278e+02 A/m^2
V/V_TFL = 1.1: V = 39.809 V, J = 8.4510e+03 A/m^2
V/V_TFL = 2.0: V = 72.381 V, J = 2.5821e+05 A/m^2
J(1.1 V_TFL)/J(0.9 V_TFL) = 666.9
estimated J at V_TFL = 2.6399e+02 A/m^2
slope dlnJ/dlnV at V_TFL, numerical = 89.5
slope dlnJ/dlnV at V_TFL, estimate = 88.6
depth 0.5 eV, J=J0*sqrt(n1/Nt): V/V_TFL = 1.1191
depth 0.6 eV, J=J0*sqrt(n1/Nt): V/V_TFL = 1.0274
depth 0.7 eV, J=J0*sqrt(n1/Nt): V/V_TFL = 1.0055
weak-filling J / reduced square law = 1.0214
high-voltage shift / (q Nt L^2/eps) = 0.3343
EXPONENTIAL TRAPS
trap density = 1.0e+23 m^-3, Tt = 900 K, l = 3.0
Fermi factor c = 1.2092
V = 20 V: J numerical = 7.5640e-01, law = 7.5645e-01 A/m^2
V = 40 V: J numerical = 1.2100e+01, law = 1.2103e+01 A/m^2
V = 80 V: J numerical = 1.9346e+02, law = 1.9365e+02 A/m^2
J numerical at 40 V, thickness 2L = 9.4554e-02 A/m^2
voltage exponent, numerical = 3.9993
thickness exponent, numerical = -6.9997
step-occupation law / numerical J at 40 V = 1.7685
free/trapped charge at x=L, 40 V = 2.976e-05
crossing with trap-free law = 5131.9 V
mean field at crossing = 2.566e+08 V/m
numerical J / power law at crossing = 0.2957
\end{verbatim}
